# Minimum dielectric thickness for stabilizing negative capacitance in a ferroelectric film: test program

```python
"""Minimum series dielectric thickness that stabilizes P = 0 in a ferroelectric.

Result under test, for laterally uniform polarization at zero total voltage:
    t_min = eps0*eps_d*|a|*t_f / (1 - eps0*|a|)
Film energy density: f = a P^2/2 + b P^4/4, a < 0, b > 0; D = eps0*E + P.
t_f, t_d: film and dielectric thickness; eps_d: relative permittivity.
A lateral modulation P = p cos(kx) with gradient energy g (dP/dx)^2/2 is
used to test whether the uniform state can really survive.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

a, b, g = -3.0e8, 3.0e10, 1.0e-10
t_f, eps_d = 5.0e-9, 300.0
nm = 1.0e-9


def fields(P, t_d, V=0.0):
    """Fields in film and dielectric from continuity of D and total voltage."""
    # The first row is continuity of D divided by eps0.
    matrix = np.array([[1.0, -eps_d], [t_f / nm, t_d / nm]])
    return np.linalg.solve(matrix, np.array([-P / eps0, V / nm]))


def energy(P, t_d, quad=a):
    """Total energy per area of the short-circuited stack."""
    E_f, E_d = fields(P, t_d)
    film = t_f * (quad * P**2 / 2 + b * P**4 / 4 + eps0 * E_f**2 / 2)
    return film + t_d * eps0 * eps_d * E_d**2 / 2


def curvature(t_d, quad=a):
    h = 1.0e-5
    total = energy(h, t_d, quad) - 2 * energy(0.0, t_d, quad)
    return (total + energy(-h, t_d, quad)) / h**2


def threshold_formula(quad):
    return eps0 * eps_d * abs(quad) * t_f / (1 - eps0 * abs(quad))


# Threshold from the energy itself, for both meanings of the coefficient
t_min = threshold_formula(a)
t_short = eps0 * eps_d * abs(a) * t_f
t_num = brentq(curvature, 1 * nm, 20 * nm, xtol=1e-16)
t_double = brentq(lambda t: curvature(t, 2 * a), 1 * nm, 20 * nm, xtol=1e-16)
assert abs(t_num / t_min - 1) < 1e-6
assert abs(t_double / threshold_formula(2 * a) - 1) < 1e-6
assert abs(t_short / t_num - 1) < 0.005
assert curvature(0.99 * t_min) < 0 < curvature(1.01 * t_min)

# Below threshold: remanent polarization by direct minimization
t_thin = 3 * nm
u = t_thin / eps_d
s_thin = u / (eps0 * (t_f + u))
P_rem = np.sqrt(-(a + s_thin) / b)
found = minimize_scalar(lambda P: energy(P, t_thin), bounds=(1e-3, 0.2),
                        method="bounded", options={"xatol": 1e-10})
assert abs(found.x / P_rem - 1) < 1e-5
assert energy(found.x, t_thin) < energy(0.0, t_thin)

# Above threshold: capacitances from the nonlinear circuit at small voltage
t_thick, V = 5 * nm, 1.0e-5
P_V = brentq(lambda P: fields(P, t_thick, V)[0] - a * P - b * P**3,
             -0.05, 0.05, xtol=1e-16, rtol=1e-13)
E_f, E_d = fields(P_V, t_thick, V)
charge = eps0 * E_f + P_V
C_total, C_film = charge / V, charge / (E_f * t_f)
gain = E_d * t_thick / V
C_f = (eps0 + 1 / a) / t_f
C_d = eps0 * eps_d / t_thick
C_series = 1 / (1 / C_f + 1 / C_d)
assert abs(C_film / C_f - 1) < 1e-5 and C_film < 0
assert abs(C_total / C_series - 1) < 1e-5 and C_total > C_d
assert abs(gain / (C_series / C_d) - 1) < 1e-5


# Lateral modulation
def stiffness(k, t_d):
    """Depolarization stiffness of P = p cos(kx), constant through the film."""
    response = 1 / np.tanh(k * t_f) + eps_d / np.tanh(k * t_d)
    return 1 / (t_f * k * eps0 * response)


def stiffness_fem(k, t_d, n=2000):
    """Same quantity from the field energy of a finite-element potential."""
    h = np.r_[np.full(n, t_f / n), np.full(n, t_d / n)]
    eps = eps0 * np.r_[np.ones(n), np.full(n, eps_d)]
    link = eps / h
    mass = k**2 * (eps[:-1] * h[:-1] + eps[1:] * h[1:]) / 2
    bands = np.zeros((3, 2 * n - 1))
    bands[0, 1:] = -link[1:-1]
    bands[1] = link[:-1] + link[1:] + mass
    bands[2, :-1] = -link[1:-1]
    source = np.zeros(2 * n - 1)
    source[n - 1] = 1.0          # interface bound charge for p = 1
    phi = solve_banded((1, 1), bands, source)
    steps = np.diff(np.r_[0.0, phi, 0.0])
    return (np.sum(link * steps**2) + np.sum(mass * phi**2)) / t_f


k = np.logspace(7, 10, 6001)
net = a + stiffness(k, t_thick) + g * k**2
i = int(np.argmin(net))
k_worst = k[i]
for k_test in (1e8, k_worst, 2e9):
    for t_test in (t_thick, 20 * nm):
        ratio = stiffness_fem(k_test, t_test) / stiffness(k_test, t_test)
        assert abs(ratio - 1) < 1e-4

u_thick = t_thick / eps_d
s_uniform = u_thick / (eps0 * (t_f + u_thick))
assert abs(stiffness_fem(1e5, t_thick) / s_uniform - 1) < 1e-4
assert a + s_uniform > 0                  # uniform mode is stable
net_fem = a + stiffness_fem(k_worst, t_thick) + g * k_worst**2
assert net_fem < 0                        # modulated mode is not

# An infinitely thick dielectric gives the largest possible stiffness
net_inf = a + stiffness(k, np.inf) + g * k**2
assert np.all(stiffness(k, np.inf) >= stiffness(k, t_thick))
assert net_inf.min() < 0
g_needed = np.max((abs(a) - stiffness(k, t_thick)) / k**2)
assert np.min(a + stiffness(k, t_thick) + 1.01 * g_needed * k**2) > 0
assert np.min(a + stiffness(k, t_thick) + 0.99 * g_needed * k**2) < 0

print(f"Film thickness t_f = {t_f / nm:.1f} nm")
print(f"Quadratic coefficient a = {a:.2e} m/F")
print(f"Quartic coefficient b = {b:.2e} J m^5/C^4")
print(f"Dielectric relative permittivity = {eps_d:.0f}")
print(f"Vacuum permittivity = {eps0:.5e} F/m")
print(f"Small parameter eps0*|a| = {eps0 * abs(a):.5f}")
print(f"Product eps0*eps_d*|a| = {eps0 * eps_d * abs(a):.4f}")
print(f"Threshold, short formula = {t_short / nm:.3f} nm")
print(f"Threshold, full formula = {t_min / nm:.3f} nm")
print(f"Threshold, from energy curvature = {t_num / nm:.3f} nm")
print(f"Threshold if f = a P^2 (no half) = {t_double / nm:.3f} nm")
print(f"Below threshold: t_d = {t_thin / nm:.1f} nm")
print(f"  depolarization stiffness s = {s_thin:.4e} m/F")
print(f"  remanent P, formula = {P_rem:.5f} C/m^2")
print(f"  remanent P, minimization = {found.x:.5f} C/m^2")
print(f"Above threshold: t_d = {t_thick / nm:.1f} nm")
print(f"  depolarization stiffness s = {s_uniform:.4e} m/F")
print(f"  film capacitance C_f = {C_film:.4f} F/m^2")
print(f"  dielectric capacitance C_d = {C_d:.4f} F/m^2")
print(f"  stack capacitance C, circuit = {C_total:.4f} F/m^2")
print(f"  stack capacitance C, series rule = {C_series:.4f} F/m^2")
print(f"  voltage gain C/C_d = {gain:.3f}")
print(f"Gradient coefficient g = {g:.2e} J m^3/C^2")
print(f"Most unstable lateral mode at t_d = {t_thick / nm:.1f} nm:")
print(f"  wave number k = {k_worst:.3e} 1/m")
print(f"  period = {2 * np.pi / k_worst / nm:.2f} nm")
print(f"  s(k), formula = {stiffness(k_worst, t_thick):.4e} m/F")
print(f"  s(k), finite elements = {stiffness_fem(k_worst, t_thick):.4e} m/F")
print(f"  gradient stiffness g k^2 = {g * k_worst**2:.4e} m/F")
print(f"  net stiffness = {net[i]:.4e} m/F")
print(f"Lowest net stiffness, t_d infinite = {net_inf.min():.4e} m/F")
print(f"Lower bound on g at t_d = 5 nm: {g_needed:.3e} J m^3/C^2")
print("OK")
```

Output:

```
Film thickness t_f = 5.0 nm
Quadratic coefficient a = -3.00e+08 m/F
Quartic coefficient b = 3.00e+10 J m^5/C^4
Dielectric relative permittivity = 300
Vacuum permittivity = 8.85419e-12 F/m
Small parameter eps0*|a| = 0.00266
Product eps0*eps_d*|a| = 0.7969
Threshold, short formula = 3.984 nm
Threshold, full formula = 3.995 nm
Threshold, from energy curvature = 3.995 nm
Threshold if f = a P^2 (no half) = 8.011 nm
Below threshold: t_d = 3.0 nm
  depolarization stiffness s = 2.2543e+08 m/F
  remanent P, formula = 0.04986 C/m^2
  remanent P, minimization = 0.04986 C/m^2
Above threshold: t_d = 5.0 nm
  depolarization stiffness s = 3.7522e+08 m/F
  film capacitance C_f = -0.6649 F/m^2
  dielectric capacitance C_d = 0.5313 F/m^2
  stack capacitance C, circuit = 2.6430 F/m^2
  stack capacitance C, series rule = 2.6430 F/m^2
  voltage gain C/C_d = 4.975
Gradient coefficient g = 1.00e-10 J m^3/C^2
Most unstable lateral mode at t_d = 5.0 nm:
  wave number k = 7.186e+08 1/m
  period = 8.74 nm
  s(k), formula = 1.0427e+08 m/F
  s(k), finite elements = 1.0427e+08 m/F
  gradient stiffness g k^2 = 5.1642e+07 m/F
  net stiffness = -1.4409e+08 m/F
Lowest net stiffness, t_d infinite = -1.4393e+08 m/F
Lower bound on g at t_d = 5 nm: 8.200e-10 J m^3/C^2
OK
```
